# Double-Harmonic Infrared Intensities from Dipole Derivatives

## II. The constant, a worked molecule and the limits

### Symbols and results carried over

The first half gave the net Napierian band area per mole, $A_k=\pi N_A|\boldsymbol\mu'_k|^2/(3c^2)$, equation (1). The vector $\boldsymbol\mu'_k=\partial\boldsymbol\mu/\partial Q_k$ is the dipole derivative along the mass-weighted normal coordinate $Q_k$, with frequency $\omega_k$. It is obtained from the Cartesian derivatives and the orthogonal matrix $L$ by (8). Nuclear coordinate $x_i$ has mass $m_i$, and $\boldsymbol\mu_0$ is the equilibrium dipole. Atomic units are used, with orientations averaged and rotational spacings neglected.

### The numerical constant

In atomic units the cross-section integrated over wavenumber is a length in bohr, $a_0$. One bohr per molecule corresponds to $N_Aa_0=3.186780\times10^{10}$ km/mol. With $c=137.036$, the factor multiplying a squared derivative in $e^2/m_e$ is

$$
\frac{\pi N_Aa_0}{3c^2}
=\frac{3.14159\times3.186780\times10^{10}}{3\times(137.036)^2}\ \mathrm{km/mol}
=1.77710\times10^6\ \mathrm{km/mol} .
\tag{25}
$$

One debye is $0.393430\,ea_0$, one angstrom is $1.889726\,a_0$, and one atomic mass unit is $1822.8885\,m_e$. Therefore

$$
1\,\frac{\mathrm{D^2}}{\mathrm{\mathring{A}^2\,amu}}
=\left(\frac{0.393430}{1.889726}\right)^2\frac1{1822.8885}\,\frac{e^2}{m_e}
=2.37781\times10^{-5}\,\frac{e^2}{m_e} .
\tag{26}
$$

The product of the two numbers is $42.256$ km/mol, the constant in (2). If charges are kept in units of $e$ and masses in amu, the factor is (25) divided by $1822.8885$, or $974.880$ km/mol per $e^2/\mathrm{amu}$.

In SI units the squared dipole is accompanied by $1/(4\pi\varepsilon_0)$, which was set to one. Restoring it gives

$$
A_k=\frac{\pi N_A}{3c^2}\,\frac{|\boldsymbol\mu'_k|^2}{4\pi\varepsilon_0}
=\frac{N_A}{12\varepsilon_0c^2}|\boldsymbol\mu'_k|^2 ,
\tag{27}
$$

and direct evaluation yields the same constant. A numerical check obtained it also from the energy absorbed by a quantum oscillator driven by a pulse. Starts from $n=0$ and $n=2$ both gave $42.256$ km/mol.

Two conventions change the number. With decadic logarithms the factor is divided by $\ln10$ and becomes $18.352$ km/mol. If a mode is described by a coordinate $q$ without mass weighting, and its kinetic energy is $\frac12M\dot q^2$, then $Q=\sqrt M\,q$ and

$$
\left|\frac{\partial\boldsymbol\mu}{\partial Q}\right|^2
=\frac1M\left|\frac{\partial\boldsymbol\mu}{\partial q}\right|^2 .
\tag{28}
$$

The mass $M$ depends on how $q$ is normalized, whereas the quotient does not.

### A sum rule for all vibrations

The intensities of a molecule are tied together by the completeness of the normal modes. For one Cartesian component $\alpha$ of the dipole, (8) and the orthogonality relation $\sum_kL_{ik}L_{jk}=\delta_{ij}$ give

$$
\sum_{\text{all }k}(\mu'_{k\alpha})^2
=\sum_i\frac1{m_i}\left(\frac{\partial\mu_\alpha}{\partial x_i}\right)^2 .
\tag{29}
$$

The left side includes the modes of zero frequency, which must be removed. Translation does not change the dipole of a neutral molecule, so it contributes zero. For a rotation by a small angle $\varphi$ about the principal axis $\mathbf e_a$ through the centre of mass, each nucleus moves by $\varphi\,\mathbf e_a\times\mathbf r$. The squared mass-weighted length of this displacement is

$$
Q^2=\varphi^2\sum_{\text{nuclei}}m|\mathbf e_a\times\mathbf r|^2=I_a\varphi^2 ,
\tag{30}
$$

where $I_a$ is the moment of inertia. The dipole turns with the molecule and changes by $\varphi\,\mathbf e_a\times\boldsymbol\mu_0$. Its derivative along the normalized rotation is thus $\mathbf e_a\times\boldsymbol\mu_0/\sqrt{I_a}$. Rotations about different principal axes are orthogonal in the mass-weighted sense, because the inertia tensor is diagonal in these axes. For a neutral nonlinear molecule it follows that

$$
\sum_{\text{vib}}(\mu'_{k\alpha})^2
=\sum_i\frac1{m_i}\left(\frac{\partial\mu_\alpha}{\partial x_i}\right)^2
-\sum_a\frac{[(\mathbf e_a\times\boldsymbol\mu_0)_\alpha]^2}{I_a} .
\tag{31}
$$

The right side contains no force constants. At a given geometry, and for given dipole derivatives, the force constants distribute the intensity among the vibrations but do not change its sum.

### A bent model molecule

Consider a planar molecule XY$_2$ with masses $m_X=12$ amu and $m_Y=2$ amu, bond length $r_0=2\,a_0$ and bond angle $100^\circ$. The potential is harmonic in the two bond lengths, with force constant $k_r=0.5\,E_h/a_0^2$, and in the angle, with $0.15\,E_h/\mathrm{rad}^2$. Let $\mathbf b_j$ be the vector from X to the $j$th Y atom and $r_j$ its length. The dipole is

$$
\boldsymbol\mu=\sum_{j=1}^2\left[q+g(r_j-r_0)\right]\mathbf b_j,
\qquad q=0.3\,e,\quad g=0.1\,e/a_0 .
\tag{32}
$$

The parameter $g$ is the charge flux, the change of the effective charge as a bond is stretched. Differentiating (32) at equilibrium, with $\mathbf n_j=\mathbf b_j/r_0$ and $\partial r_j/\partial b_{j\beta}=n_{j\beta}$, gives the polar tensor of a Y atom:

$$
Z^{(j)}_{\alpha\beta}
=\frac{\partial\mu_\alpha}{\partial b_{j\beta}}
=q\,\delta_{\alpha\beta}+g r_0\,n_{j\alpha}n_{j\beta} .
\tag{33}
$$

A displacement along the bond sees the charge $q+gr_0=0.5\,e$, and one across it sees $q=0.3\,e$. Let $z$ be the symmetry axis and $yz$ the molecular plane, so that $\mathbf n_1=(0,s,h)$ and $\mathbf n_2=(0,-s,h)$, with $s=\sin50^\circ=0.76604$ and $h=\cos50^\circ=0.64279$. Then $Z^{(1)}_{yy}=0.3+0.2s^2=0.41736\,e$, $Z^{(1)}_{zz}=0.38264\,e$ and $Z^{(1)}_{yz}=0.09848\,e$.

**Antisymmetric stretch.** Symmetry and the conservation laws determine this mode completely. Its displacements are $(\eta,\zeta)$ for the first Y atom in the $yz$ plane, $(\eta,-\zeta)$ for the second, and $(\chi,0)$ for X. Zero total momentum requires $2m_Y\eta+m_X\chi=0$, hence $\chi=-\eta/3$. Zero angular momentum about $x$ requires

$$
2m_Yr_0(s\zeta-h\eta)=0 .
\tag{34}
$$

Thus $\eta=st$ and $\zeta=ht$ with one amplitude $t$. The first Y atom moves outward along its bond, the second moves inward along its own, and X moves by $-st/3$ along $y$. The mass-weighted length is given by

$$
\frac{Q^2}{t^2}=2m_Y+m_X\frac{s^2}{9}
=4+\frac{12\times0.58682}{9}=4.7824\ \mathrm{amu} .
\tag{35}
$$

The changes of the bond vectors are $\delta\mathbf b_1=t\mathbf n_1+(st/3)\hat{\mathbf y}$ and $\delta\mathbf b_2=-t\mathbf n_2+(st/3)\hat{\mathbf y}$. From (33), $Z^{(j)}\mathbf n_j=(q+gr_0)\mathbf n_j$, and $\mathbf n_1-\mathbf n_2=2s\hat{\mathbf y}$. The off-diagonal elements of the two tensors cancel in their sum. The dipole derivative lies along $y$ and equals

$$
\frac{\partial\mu_y}{\partial t}
=2s(q+gr_0)+\frac{2s}{3}Z^{(1)}_{yy}
=0.76604\,(1+0.27824)\,e=0.97919\,e .
\tag{36}
$$

Its square divided by (35) is $0.20049\,e^2/\mathrm{amu}$. With the factor $974.880$ km/mol this gives $A=195.45$ km/mol, in agreement with the numerical normal-mode calculation.

The frequency follows from the same displacement. The first bond lengthens by $\mathbf n_1\cdot\delta\mathbf b_1=(1+s^2/3)t=1.19561\,t$, and the second shortens by the same amount. The angle does not change to first order, because the reflection that exchanges the bonds reverses the displacement but leaves the angle unchanged. Equating the potential energy $k_r(1.19561\,t)^2$ to $\frac12\omega^2Q^2$ gives

$$
\omega=\left[\frac{2\times0.5\times(1.19561)^2}{4.7824\times1822.8885}\right]^{1/2}E_h
=0.012805\,E_h .
\tag{37}
$$

**Symmetric modes.** The symmetric stretch and the bend have the same symmetry, and the force constants determine how they mix. Diagonalization gives $\omega=0.012514\,E_h$ for the stretch and $0.004901\,E_h$ for the bend. Their squared dipole derivatives are $3.41046$ and $1.31700\ \mathrm{D^2\,\mathring{A}^{-2}\,amu^{-1}}$, both directed along $z$. Equation (2) then gives

$$
\begin{aligned}
A_{\text{sym}}&=42.2561\times3.41046\ \mathrm{km/mol}=144.11\ \mathrm{km/mol},\\
A_{\text{bend}}&=42.2561\times1.31700\ \mathrm{km/mol}=55.65\ \mathrm{km/mol}.
\end{aligned}
\tag{38}
$$

Their sum can be checked by hand with the $z$ component of (31). The permanent dipole lies along $z$, so rotation changes it perpendicular to $z$ and the last term vanishes. Because a common translation leaves the dipole unchanged, the X tensor is minus the sum of the Y tensors, with $zz$ element $-0.76528\,e$ and no $yz$ element. Hence

$$
\sum_{\text{vib}}(\mu'_{kz})^2
=\left[2\,\frac{0.38264^2+0.09848^2}{2}+\frac{0.76528^2}{12}\right]\frac{e^2}{\mathrm{amu}}
=0.2049\,\frac{e^2}{\mathrm{amu}} ,
\tag{39}
$$

which corresponds to $199.8$ km/mol, the sum of the two values in (38). For all components together, the Cartesian sum is $552.63$ km/mol and the rotational part $157.41$ km/mol. The difference, $395.22$ km/mol, is the sum of the three vibrational intensities.

**Effect of charge flux.** With $g=0$ the frequencies are unchanged, since the potential is the same. The antisymmetric stretch falls from $195.45$ to $76.56$ km/mol and the symmetric stretch from $144.11$ to $59.67$ km/mol. The bend rises slightly, from $55.65$ to $57.32$ km/mol. The flux adds $gr_0\sum_j\mathbf n_j\,\delta r_j$ to the dipole change, so it acts on the bend through the small bond-length changes contained in that mode. The lower intensity with flux shows that this addition opposes the rest of the bend's dipole derivative. In this model, correct frequencies alone would say little about the intensities.

**Check by trajectories.** A short field impulse $\kappa$ along $\alpha$ gives mode $k$ the momentum $\kappa\mu'_{k\alpha}$. The mode then contributes $\kappa(\mu'_{k\alpha})^2\sin(\omega_kt)/\omega_k$ to the dipole along $\alpha$, with $t$ now the time. Classical trajectories on the full potential, whose bond lengths and angle are nonlinear functions of the Cartesian coordinates, gave $55.65$, $144.16$ and $195.45$ km/mol when their dipole signals were fitted to this form plus the linear signal of free rotation. The excess of $144.16$ over $144.11$ is an error of the finite time step, 2 atomic units here. Halving the step gives $144.12$ km/mol and leaves the other two values unchanged to the digits shown.

### Errors of the two harmonic assumptions

The effect of an anharmonic potential can be bounded for one coordinate with $H=\frac12P^2+V(Q)$. Since $[H,Q]=-iP$, one has $[Q,[H,Q]]=1$. Taking the ground-state expectation value and inserting a complete set of states gives

$$
1=\langle0|2QHQ-Q^2H-HQ^2|0\rangle
=2\sum_b(E_b-E_0)|\langle b|Q|0\rangle|^2 .
\tag{40}
$$

For a linear dipole, each term is the intensity of one transition from the ground state relative to the double-harmonic value. In the harmonic case the fundamental supplies the whole sum. In an anharmonic potential no term is negative, so the fundamental loses whatever strength other transitions gain.

A Morse oscillator shows the size of this effect. In units of its harmonic frequency, let

$$
V=D\left(1-e^{-\beta Q}\right)^2,
\qquad D=\frac1{4x_e},\quad \beta=\sqrt{2x_e},\quad x_e=0.02 .
\tag{41}
$$

With a linear dipole the fundamental has relative intensity $0.979$ and the first overtone $0.020$. All transitions together give $1.000$, as (40) requires.

Curvature of the dipole has a larger effect in this example. For $\mu\propto Q\pm0.1Q^2$ the fundamental has relative intensity $1.082$ with the plus sign and $0.881$ with the minus sign. Its amplitude is

$$
\langle1|Q|0\rangle\pm0.1\,\langle1|Q^2|0\rangle .
\tag{42}
$$

The second matrix element vanishes for a harmonic oscillator by parity, but not in the asymmetric Morse potential. The two terms interfere, which is why the correction changes sign with the curvature. These figures belong to one oscillator. Anharmonic coupling between modes, which can move intensity from one band to another, is outside the model.

### Error from rotational structure

Equation (20) used the same frequency for every line of a band. For a linear molecule with the dipole derivative along its axis, the error made by this replacement can be found explicitly. Let both vibrational states have rotational energy $BJ(J+1)$, neglect stimulated emission, and neglect vibration–rotation coupling, so that the vibrational matrix element is the same for every line. The field along a fixed axis couples through $\cos\theta$, where $\theta$ is the angle between that axis and the molecule. With the squared angular momentum operator $\mathbf J^2$ and a spherical harmonic $Y_{JM}$,

$$
[\mathbf J^2-J(J+1)]\cos\theta\,Y_{JM}
=2\cos\theta\,Y_{JM}-2\nabla\cos\theta\cdot\nabla Y_{JM} ,
\tag{43}
$$

where $\nabla$ is the gradient on the unit sphere. Multiply by $\cos\theta\,Y_{JM}^*$, integrate and sum over $M$. The last term contains $\sum_MY_{JM}^*\nabla Y_{JM}$. Pairing $M$ with $-M$ shows that this sum is real, so it equals $\frac12\nabla\sum_M|Y_{JM}|^2$. That is zero because $\sum_M|Y_{JM}|^2$ is constant on the sphere. The mean rotational energy gain, weighted by squared matrix elements, is therefore $2B$ for every initial $J$.

By (14) the area of a line is proportional to its frequency times its squared matrix element. Under these assumptions the band area is larger than the double-harmonic value by the factor

$$
\frac{\omega_k+2B}{\omega_k}=1+\frac{2B}{\omega_k} .
\tag{44}
$$

The correction is small when the rotational constant is small compared with the vibrational frequency, which is the condition assumed in the derivation of (1). It is not the whole rotational correction. In a polar molecule the centrifugal force shifts the vibrational wavefunctions by an amount that depends on $J$, so the lower and upper vibrational functions of a line are no longer orthogonal. Their overlap, multiplied by the permanent dipole, changes the matrix element of each line. For a harmonic diatomic molecule with bond length $r_e$ and dipole $\mu_0+\mu_r\,\delta r$, the relative change is $-4m\theta_\mu B/\omega_k$ to first order, where $\theta_\mu=\mu_0/(\mu_r r_e)$, and $m=J+1$ for $J\to J+1$ and $m=-J$ for $J\to J-1$. It therefore has opposite signs in the two branches and grows with $J$. The mean of $m$ weighted by the line strengths $J+1$ and $J$ is one, so to first order in $B/\omega_k$ the band area changes by the relative amount $-8\theta_\mu B/\omega_k$, with a sign set by the relative sign of the permanent dipole and its derivative. At high $J$ the second-order terms can become comparable to this change. The effect of the permanent dipole is outside (44).

## Values computed for the example and the checks

```
1 debye = 0.393430 e bohr
1 angstrom = 1.889726 bohr
1 amu = 1822.8885 m_e
speed of light = 137.03600 atomic units
N_A times one bohr = 3.186780e+10 km/mol
1 D^2/(A^2 amu) = 2.377813e-05 e^2/m_e
factor per e^2/m_e = 1.777098e+06 km/mol
factor per e^2/amu = 974.880 km/mol
factor per D^2/(A^2 amu), atomic units route = 42.2561 km/mol
factor per D^2/(A^2 amu), SI route = 42.2561 km/mol
same factor, decadic logarithm = 18.3516 km/mol
factor from pulse, start n=0 = 42.256 km/mol
factor from pulse, start n=2 = 42.256 km/mol
harmonic net strength at kT = 0.3 omega: 1.000000 (relative)
harmonic net strength at kT = 1.0 omega: 1.000000 (relative)
rotor J=3: orientation factor = 0.333333
rotor J=3: mean line shift = 2.000000 B
Morse x_e = 0.02, well depth = 12.50 omega
Morse, linear dipole: all transitions = 1.00000 (relative)
Morse, linear dipole: fundamental = 0.97917 (relative)
Morse, linear dipole: first overtone = 0.01995 (relative)
Morse, dipole Q+0.1Q^2: fundamental = 1.08215 (relative)
Morse, dipole Q-0.1Q^2: fundamental = 0.88133 (relative)
XY2 masses: X = 12 amu, Y = 2 amu
XY2 bond = 2.0 bohr, angle = 100 degrees
XY2 stretch constant = 0.5 Eh/bohr^2, bend = 0.15 Eh/rad^2
XY2 bond charge = 0.3 e, charge flux = 0.1 e/bohr
XY2 permanent dipole = 0.77135 e bohr
Y atom at +y: dmu_x/dx = 0.30000 e
Y atom at +y: dmu_y/dy = 0.41736 e
Y atom at +y: dmu_z/dz = 0.38264 e
Y atom at +y: dmu_y/dz = dmu_z/dy = 0.09848 e
bend: omega = 0.004901 Eh
  |dmu/dQ|^2 = 1.31700 D^2/(A^2 amu)
  share along symmetry axis = 1.0000
  A = 55.651 km/mol; trajectory 55.652
  A without charge flux = 57.315 km/mol
symmetric stretch: omega = 0.012514 Eh
  |dmu/dQ|^2 = 3.41046 D^2/(A^2 amu)
  share along symmetry axis = 1.0000
  A = 144.113 km/mol; trajectory 144.159
  A without charge flux = 59.671 km/mol
antisymmetric stretch: omega = 0.012805 Eh
  |dmu/dQ|^2 = 4.62539 D^2/(A^2 amu)
  share along symmetry axis = 0.0000
  A = 195.451 km/mol; trajectory 195.449
  A without charge flux = 76.558 km/mol
sum of A over vibrations = 395.215 km/mol
Cartesian sum = 552.628 km/mol
rotational part = 157.413 km/mol
```
